\section*{Vertical and Adiabatic Electron Affinities of Cl2 and Bond Lengthening}

\section{Problem}

Molecular chlorine is a feed gas of etching plasmas, where slow electrons attach to it. The energy gained when an electron is bound depends on whether the nuclei have had time to move. Let $E_0(R)$ and $E_-(R)$ be the energies of Cl$_2$ and Cl$_2^-$ with the nuclei held at separation $R$, and let $R_0$ and $R_-$ be the positions of their minima. Counting a bound electron as positive, define
\begin{equation}
\mathrm{VEA}=E_0(R_0)-E_-(R_0),\qquad
\mathrm{AEA}=E_0(R_0)-E_-(R_-).
\label{def}
\end{equation}
These are the vertical and the adiabatic electron affinity, without vibrational zero-point energy.

Compute both with coupled-cluster theory. Show that their difference is the energy released as the anion stretches, and that the stretching is caused by occupation of the antibonding $\sigma_u$ orbital.

For a first estimate, two quantities calculated at $R_0$ are given: the force constant of the neutral molecule, $k_0=16.52$ eV/\AA$^2$, and the outward force on the nuclei just after attachment, $F_0=7.436$ eV/\AA.

\section{First estimate by scaling}

Subtracting the two definitions removes the neutral energy:
\begin{equation}
\lambda\equiv\mathrm{AEA}-\mathrm{VEA}=E_-(R_0)-E_-(R_-).
\label{lambda}
\end{equation}
The difference is a property of the anion curve alone. It cannot be negative, because $R_-$ is the minimum of that curve.

From a force $F_0$ and a stiffness $k_0$ one can form one length, $F_0/k_0$, and one energy, $F_0^2/k_0$. A simple model supplies the numerical factors. Suppose that the extra electron adds a constant outward force and leaves the bond as stiff as before. With $x=R-R_0$,
\begin{equation}
E_-(R_0+x)\approx E_-(R_0)-F_0x+\tfrac12k_0x^2 .
\end{equation}
Setting the derivative $-F_0+k_0x$ to zero gives $x_s=F_0/k_0$. Inserting this, the energy released is $F_0x_s-\frac12k_0x_s^2=F_0^2/(2k_0)$. Numerically,
\begin{equation}
x_s=\frac{7.436}{16.52}=0.450\ \text{\AA},\qquad
\lambda_s=\frac{(7.436)^2}{2\times16.52}=1.67\ \text{eV}.
\label{spring}
\end{equation}
The estimate assumes that the bond keeps its stiffness over a stretch of almost half an \aa ngstr\"om, which needs checking.

\section{The coupled-cluster calculation}

\subsection{Level of theory}

Coupled-cluster theory writes the wavefunction as $e^{T_1+T_2}|\Phi\rangle$, where $\Phi$ is a Hartree--Fock determinant and $T_1$, $T_2$ create single and double excitations. Their amplitudes follow from requiring that $e^{-T}He^{T}|\Phi\rangle$, with $T=T_1+T_2$, have no component on singly or doubly excited determinants. The energy is $\langle\Phi|e^{-T}He^{T}|\Phi\rangle$. CCSD(T) adds a perturbative energy for connected triple excitations.

The reference determinant is spin-restricted for Cl$_2$ and unrestricted for Cl$_2^-$. The ten core orbitals (1s, 2s and 2p on both atoms) are not correlated. The basis is jun-cc-pVDZ, with 44 functions. It has diffuse s and p functions, which help to describe a weakly held electron, but no diffuse d functions. It is a small basis, and its error is estimated below. The anion has $\langle S^2\rangle=0.760$ at $R_0$ and $0.767$ at $R_-$, close to the value 0.75 of a pure doublet.

A Morse curve is a quadratic polynomial in $e^{-aR}$, so polynomials in this variable suit a bond-stretching energy. For the neutral molecule, energies at 1.96, 2.04 and 2.12~\AA\ were interpolated with $a=2.0$~\AA$^{-1}$. For the anion, energies at $R_0$, 2.30, 2.55 and 2.90~\AA\ were interpolated with $a=1.3$~\AA$^{-1}$. New calculations at the predicted minima differed from the interpolated energies by 0.14 meV and 0.76 meV. The new anion point was then added to the anion interpolation, from which the coupled-cluster force and curvatures of the anion are taken.

\subsection{Affinities}

The minima are $R_0=2.052$~\AA\ and $R_-=2.663$~\AA, so the bond lengthens by $L=0.611$~\AA. The three energies needed are
\begin{align}
E_0(R_0)&=-919.269962\ \text{hartree},\nonumber\\
E_-(R_0)&=-919.300319\ \text{hartree},\nonumber\\
E_-(R_-)&=-919.359162\ \text{hartree}.\nonumber
\end{align}
The differences in \eqref{def} are 0.030357 and 0.089200 hartree. With 1 hartree $=27.2114$ eV,
\begin{equation}
\mathrm{VEA}=0.826\ \text{eV},\qquad \mathrm{AEA}=2.427\ \text{eV},\qquad
\lambda=1.601\ \text{eV}.
\end{equation}
The vertical affinity is positive: at $R_0$ the anion lies below the neutral molecule. This matters for the method. If it lay above, the electron could escape, and an ordinary bound-state calculation would not describe the resulting resonance.

\section{From the affinity to the orbital}

\subsection{The push on the nuclei}

Let $A(R)=E_0(R)-E_-(R)$ be the binding energy of the electron at fixed $R$, and $F=-dE_-/dR$ the outward force on the anion. Differentiating $E_-=E_0-A$ gives
\begin{equation}
F(R)=A'(R)-E_0'(R),\qquad F(R_0)=A'(R_0),
\label{push}
\end{equation}
since $E_0'(R_0)=0$. The nuclei are pushed apart at first because the electron becomes more strongly bound when they separate. Integrating $F$ from $R_0$ to $R_-$ recovers \eqref{lambda}:
\begin{equation}
\lambda=\int_{R_0}^{R_-}F\,dR=\left[A(R_-)-A(R_0)\right]-\left[E_0(R_-)-E_0(R_0)\right].
\label{balance}
\end{equation}
The first bracket is the gain in electron binding and the second is the cost of stretching neutral Cl$_2$. The calculation gives $2.710-1.109=1.601$ eV. The term $A(R_-)=3.536$ eV is the vertical detachment energy of the relaxed anion. The separate brackets are less secure than their difference, because a restricted determinant is a poorer starting point for Cl$_2$ at the stretched length.

\subsection{Electron binding as an orbital energy}

In Hartree--Fock theory the link between $A$ and an orbital can be made precise. Let the spin orbitals have occupations $n_i$, one-electron energies $h_{ii}$, and Coulomb and exchange integrals $J_{ij}$ and $K_{ij}$, with $K_{ij}=0$ for opposite spins. Then
\begin{equation}
E=\sum_i n_ih_{ii}+\tfrac12\sum_{ij}n_in_j(J_{ij}-K_{ij}).
\end{equation}
Change one occupation $n_k$. The explicit derivative is
\begin{equation}
\frac{\partial E}{\partial n_k}=h_{kk}+\sum_jn_j(J_{kj}-K_{kj})=\varepsilon_k ,
\end{equation}
where the factor $\frac12$ has disappeared because $n_k$ occurs in both sums. The orbitals also change, but to first order this contributes
\begin{equation}
\sum_in_i\left(\langle\delta\phi_i|f|\phi_i\rangle+\langle\phi_i|f|\delta\phi_i\rangle\right)
=\sum_in_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,
\end{equation}
because $f\phi_i=\varepsilon_i\phi_i$ for the Fock operator $f$ and the orbitals stay normalized. Hence $dE/dn_k=\varepsilon_k$. Filling the orbital from $n=0$ (Cl$_2$) to $n=1$ (Cl$_2^-$) at fixed $R$ gives
\begin{equation}
A_{\rm HF}(R)=-\int_0^1\varepsilon(n;R)\,dn\equiv-\bar\varepsilon(R).
\label{janak}
\end{equation}

The integral was evaluated from calculations at the two Gauss points $n=\frac12\pm\frac{1}{2\sqrt3}$, each with weight $\frac12$. The result is $\bar\varepsilon=-0.810$ eV at $R_0$ and $-4.581$ eV at $R_-$. Differences of total energies give $A_{\rm HF}=0.810$ and $4.581$ eV, which confirms \eqref{janak} at both lengths. Near $R_0$ the orbital average has slope $-9.01$ eV/\AA, while analytic nuclear gradients give $A_{\rm HF}'=9.02$ eV/\AA.

This slope is larger than the coupled-cluster force for two reasons. First, $R_0$ is not the Hartree--Fock minimum of Cl$_2$, so $E_0'$ in \eqref{push} does not vanish at that level. The Hartree--Fock force on the anion is 8.03 eV/\AA, and the remaining 0.99 eV/\AA\ is $E_0'$. Second, electron correlation lowers the force further, from 8.03 to 7.44 eV/\AA. Hartree--Fock theory therefore identifies the mechanism, and coupled-cluster theory supplies the magnitude.

Over the whole stretch Hartree--Fock gives a binding gain of $4.581-0.810=3.77$ eV, against 2.71 eV with CCSD(T). By \eqref{balance} the gain is the sum of the anion relaxation and the strain of the neutral molecule. Between the same two lengths Hartree--Fock gives 1.73 and 2.04 eV for these, against 1.60 and 1.11 eV with CCSD(T). Most of the excess, 0.93 of 1.06 eV, thus comes from stretched Cl$_2$ being too high in energy; at $R_-$ its restricted determinant is unstable towards a spin-unrestricted one.

\subsection{Why this orbital is antibonding}

At both $R_0$ and $R_-$ the orbital of the extra electron changes sign under reflection in the plane midway between the nuclei and is unchanged by a quarter turn about the axis. It is therefore $\sigma_u$. The reflection property $\phi(x,y,-z)=-\phi(x,y,z)$ forces $\phi=0$ on the plane $z=0$, so there is a node across the bond.

A two-orbital model illustrates how an antibonding energy can fall on stretching. Let $\chi_A$ and $\chi_B$ be atomic p orbitals with their positive lobes facing each other, each of energy $\alpha$, with overlap $S$ and coupling $\beta$. The normalized odd combination is $(\chi_A-\chi_B)/\sqrt{2(1-S)}$, and its energy is
\begin{equation}
\varepsilon_u=\frac{2\alpha-2\beta}{2(1-S)}=\alpha+\frac{\alpha S-\beta}{1-S}.
\end{equation}
When $\beta<\alpha S$, which is the condition for the even combination to be bonding, the last term is positive. If $\alpha$ is constant and both $S$ and $\alpha S-\beta$ decay with distance, $\varepsilon_u$ falls towards $\alpha$. In this picture, stretching relieves the antibonding energy. The picture is only qualitative: in Cl$_2$ the energy $\alpha$ itself changes with distance, and other $\sigma_u$ combinations, such as that of the 3s orbitals, mix in. The evidence that the level falls is the computed slope of $\bar\varepsilon$, not this model.

The empty levels of neutral Cl$_2$ offer a control. Between 1.96 and 2.12~\AA\ the lowest empty $\sigma_u$ level has a mean slope of $-7.51$ eV/\AA, whereas the lowest empty $\sigma_g$ level, which is diffuse, has a slope of $-0.09$ eV/\AA. An added electron thus does not push the nuclei apart merely by being there; its orbital matters. The diffuse level is confined by the finite basis and does not represent a bound state of the anion, so the control concerns orbital slopes, not a second stable anion. At 1.96~\AA\ the empty $\sigma_u$ level also lies above zero, so the size of its slope depends on the diffuse functions in the basis as well. With two further sets of diffuse s and p functions the lowest empty $\sigma_u$ level at 1.96~\AA\ becomes a diffuse one, and the two mean slopes become $-4.2$ and $-0.004$ eV/\AA. Only the contrast between the two slopes is used here.

\section{Comparison of the estimate with the calculation}

The spring estimate \eqref{spring} gives a lengthening of 0.450~\AA\ against the calculated 0.611~\AA, which is 26\% too short. Its energy, 1.67 eV, is within 5\% of the calculated 1.60 eV. The force and stiffness come from interpolated curves and are uncertain by about 1\% each, so the exact size of this small excess has little meaning. The good energy does not mean that the spring describes the path well.

The spring force $F_0-k_0x$ reaches zero at $x_s=0.450$~\AA, while the true anion is still being pushed outward there. Yet the total work on the anion is smaller than the work of the spring. The true force must therefore fall below the spring force over part of the range $0<x<x_s$ and persist as a weak push beyond it. The curvatures agree with this picture. The interpolated anion curve has curvature 25.5 eV/\AA$^2$ at $R_0$, above $k_0$, but only $k_-=3.72$ eV/\AA$^2$ at $R_-$. The first value is uncertain by a few per cent, because $R_0$ is an end point of the interpolation. Finite differences over $\pm0.03$~\AA\ give 24.6 eV/\AA$^2$, with $F_0=7.40$ eV/\AA\ and $k_0=16.7$ eV/\AA$^2$. Too slow a fall of the force and too early an end to it have opposite effects on the spring energy, and they nearly cancel.

Using the soft constant $k_-$ throughout would be much worse: $F_0/k_-=2.0$~\AA\ and $F_0^2/(2k_-)=7.4$ eV. The weakened bond at $R_-$ is real, but it does not describe the steep wall on which the anion starts.

A Morse curve reproduces this change of stiffness. Let
\begin{equation}
E_-(R)=E_-(R_-)+D\left(1-y\right)^2,\qquad y=e^{-a(R-R_-)} .
\end{equation}
At $R_0=R_--L$ one has $y=e^s$ with $s=aL$. Since $dy/dR=-ay$,
\begin{align}
\lambda&=D(e^s-1)^2,\\
F_0&=2aDe^s(e^s-1),\\
E_-''(R_0)&=2a^2D(2e^{2s}-e^s),\qquad k_-=2a^2D .
\end{align}
A force falling linearly to zero over the length $L$ would do the work $F_0L/2$. Dividing,
\begin{equation}
\frac{\lambda}{F_0L/2}=\frac{e^s-1}{s\,e^s}=\frac{1-e^{-s}}{s},\qquad
\frac{E_-''(R_0)}{k_-}=2e^{2s}-e^s .
\label{morse}
\end{equation}
For small $s$ both ratios tend to one, which is the harmonic limit. Here $F_0L/2=2.272$ eV, so the first ratio is $1.601/2.272=0.705$, which requires $s\approx0.746$. The second formula then predicts a curvature ratio of 6.8. The interpolated curve gives $25.5/3.72=6.9$, which agrees within the uncertainty of the curvature at $R_0$. One anharmonicity parameter thus accounts for both the reduced work and the change of stiffness.

\section{Accuracy and the real gas}

The small basis affects the two affinities differently. At fixed bond lengths, second-order perturbation theory (MP2) with the larger aug-cc-pVTZ basis changes VEA by $+0.228$ eV and AEA by $-0.055$ eV. It also indicates that $R_0$ should be 0.037~\AA\ shorter. By \eqref{push} this shift changes VEA by $7.436\times(-0.037)\approx-0.275$ eV. Together,
\begin{equation}
\mathrm{VEA}\approx0.826+0.228-0.275=0.78\ \text{eV}.
\end{equation}
Each correction is more than a quarter of VEA, and their near cancellation should not be read as high accuracy. The corrected length, 2.015~\AA, is still about 0.03~\AA\ longer than the measured one, which would lower VEA by about a further 0.2 eV, and the basis correction beyond aug-cc-pVTZ is not known. The estimate is therefore uncertain by at least 0.2 eV. AEA has no such first-order dependence on bond length, because both of its energies are taken at minima.

Zero-point energy adds half the difference of the vibrational quanta to AEA, $\frac12(62.8-29.8)=16.5$ meV. With the basis correction, AEA is about 2.39 eV. Measured values are roughly 2.4 eV, and the measured bond length of Cl$_2$ is about 1.99~\AA. Basis error beyond aug-cc-pVTZ, core correlation, spin--orbit coupling and higher excitations are not included.

In a reactor the nuclei are not fixed at $R_0$. In the harmonic approximation the zero-point spread of $R$ is 0.0436~\AA\ (root mean square), which the slope $A'(R_0)$ turns into a spread of $7.436\times0.0436=0.32$ eV in the vertical energy. At 500 K, a rough gas temperature for an etching plasma, the spread is 0.41 eV, about half of VEA itself. The fixed-nuclei value VEA therefore lies near the centre of a broad distribution of vertical energies and is not a single sharp energy. To linear order $A$ vanishes at a compression of $0.826/7.436=0.11$~\AA, which is 2.5 times the zero-point spread. This figure belongs to the small-basis curves and scales with VEA; a VEA lower by 0.2 eV would bring it to about 0.08~\AA. In molecules compressed further than this the attached electron is no longer bound, and the capture must be treated as a resonance.

The adiabatic value describes the anion only after the released energy has been removed. At $R_0$ the anion curve lies 1.6 eV above its minimum. When a free electron of almost zero kinetic energy is captured, the vertical binding energy of 0.8 eV must also go somewhere. Until energy is removed, the isolated anion therefore holds the full AEA, about 2.4 eV, above its minimum. This is more than the depth of the anion well. The Morse fit above implies $D=\lambda/(e^s-1)^2=1.3$ eV, and the energies of Cl and Cl$^-$ in the same small basis give 1.1 eV. Both values lie below even $\lambda$, so dissociation into Cl and Cl$^-$ is energetically open. How often the anion dissociates rather than ejecting the electron or being stabilized by a collision is a question of dynamics that the two affinities do not settle. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
basis functions, small basis: 44
R0 of Cl2: 2.052 angstrom
Rm of Cl2-: 2.663 angstrom
bond lengthening: 0.611 angstrom
E0(R0), CCSD(T): -919.269962 hartree
E-(R0), CCSD(T): -919.300319 hartree
E-(Rm), CCSD(T): -919.359162 hartree
VEA: 0.826 eV
AEA without zero-point energy: 2.427 eV
AEA - VEA, anion relaxation: 1.601 eV
vertical detachment energy A(Rm): 3.536 eV
binding gain A(Rm) - A(R0): 2.710 eV
strain of neutral E0(Rm) - E0(R0): 1.109 eV
fit error at R0, neutral: 0.137 meV
fit error at Rm, anion: -0.759 meV
shift of Rm on refitting: -0.0013 angstrom
reflection character at R0, Rm: -1.0000, -1.0000
quarter-turn character at R0, Rm: 1.0000, 1.0000
spin square of anion UHF at R0, Rm: 0.7599, 0.7667
HF A(R0) from total energies: 0.810 eV
HF mean sigma_u energy at R0: -0.810 eV
HF A(Rm) from total energies: 4.581 eV
HF mean sigma_u energy at Rm: -4.581 eV
slope of HF mean sigma_u energy at R0: -9.013 eV/angstrom
HF dA/dR at R0 from gradients: 9.021 eV/angstrom
HF anion force at R0, interpolated: 8.057 eV/angstrom
HF anion force at R0, analytic: 8.026 eV/angstrom
CCSD(T) force on anion at R0: 7.436 eV/angstrom
slope of empty sigma_u level: -7.510 eV/angstrom
slope of empty diffuse sigma_g level: -0.089 eV/angstrom
force constant of Cl2 at R0: 16.52 eV/angstrom^2
curvature of Cl2- at R0: 25.5 eV/angstrom^2
force constant of Cl2- at Rm: 3.72 eV/angstrom^2
spring lengthening F/k0: 0.450 angstrom
spring relaxation F^2/(2 k0): 1.673 eV
relaxation for linearly falling force: 2.272 eV
harmonic quantum of Cl2: 62.8 meV
harmonic quantum of Cl2-: 29.8 meV
zero-point correction to AEA: 0.0165 eV
AEA with zero-point energy: 2.444 eV
rms bond spread at 0 K: 0.0436 angstrom
rms spread of vertical energy at 0 K: 0.324 eV
gas temperature, rough: 500 K
rms spread of vertical energy in gas: 0.411 eV
density-fitting check of MP2: 0.0452 millihartree
MP2 basis change of VEA, fixed R: 0.228 eV
MP2 basis change of AEA, fixed R: -0.055 eV
estimated basis shift of R0: -0.037 angstrom
effect of that shift on VEA: -0.275 eV
VEA with basis and length estimates: 0.78 eV
AEA with basis and zero-point estimates: 2.39 eV
\end{verbatim}
